# Negative-energy weight of a Gaussian packet with only upper components: a program that tests the result

```python
"""
Negative-energy weight of a free Dirac packet with only upper components.

Result under test (hartree atomic units, electron mass = 1):
    W = < (E - c^2) / (2 E) >,   E = sqrt(c^2 p^2 + c^4),
averaged over the momentum density of phi(r) ~ exp(-r^2 / (4 s^2)).
For small p/c, W is about <p^2>/(4 c^2) = 3/(16 s^2 c^2).
Symbols: s = standard deviation of the density along one axis (bohr),
c = speed of light, p = momentum, y = (s c)^2.
W is found from the definition by a 3D Fourier transform of the packet
and diagonalization of the 4x4 Hamiltonian at every grid momentum.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.constants import fine_structure
from scipy.integrate import quad

c = 1.0 / fine_structure
mp.mp.dps = 40

pauli = np.array([[[0, 1], [1, 0]],
                  [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)
alpha = np.array([np.kron(pauli[0], m) for m in pauli])
beta = np.diag([1.0, 1.0, -1.0, -1.0])
chi = np.array([0.6, 0.8j])          # arbitrary unit two-spinor


def packet_from_definition(s, n=40):
    """Weight, <p^2>, <p^4> and largest residue after adding lower part.

    The momentum step is 2 pi / (n h).  E(p) has branch points at
    imaginary momentum of size c, so the sum over the grid has an error
    that falls roughly as exp(-c n h); n = 40 makes it negligible for
    every width used here.
    """
    h = s * np.sqrt(4 * np.pi / n)
    x = (np.arange(n) - n // 2) * h
    X, Y, Z = np.meshgrid(x, x, x, indexing="ij")
    phi = np.exp(-(X**2 + Y**2 + Z**2) / (4 * s**2))
    density = np.abs(np.fft.fftn(phi)).ravel()**2
    density /= density.sum()
    k = 2 * np.pi * np.fft.fftfreq(n, h)
    p = np.stack(np.meshgrid(k, k, k, indexing="ij"), axis=-1).reshape(-1, 3)
    p2 = np.sum(p**2, axis=1)

    hamiltonian = c * np.einsum("ni,iab->nab", p, alpha) + c**2 * beta
    energies, vectors = np.linalg.eigh(hamiltonian)
    assert np.all(energies[:, 1] < 0) and np.all(energies[:, 2] > 0)
    negative = vectors[:, :, :2].conj()

    upper_only = np.concatenate([chi, np.zeros(2)])
    overlap = np.einsum("naj,a->nj", negative, upper_only)
    weight = np.sum(density * np.sum(np.abs(overlap)**2, axis=1))

    # positive-energy lower component added to the same upper spinor
    E = np.sqrt(c**2 * p2 + c**4)
    sigma_p_chi = np.einsum("ni,ia->na", p, pauli @ chi)
    lower = c * sigma_p_chi / (E + c**2)[:, None]
    full = np.concatenate([np.tile(chi, (len(p), 1)), lower], axis=1)
    residue = np.max(np.abs(np.einsum("naj,na->nj", negative, full)))
    return weight, density @ p2, density @ p2**2, residue


def weight_by_quadrature(s):
    """Radial mean of (E - c^2)/(2E), written without cancellation."""
    sigma = 1 / (2 * s)

    def integrand(u):                # u = p / sigma
        ratio2 = (u * sigma / c)**2
        q = np.sqrt(1 + ratio2)      # q = E / c^2
        w = ratio2 / (2 * q * (q + 1))
        return np.sqrt(2 / np.pi) * u**2 * np.exp(-u**2 / 2) * w

    return quad(integrand, 0, 14, epsabs=0, epsrel=1e-11, limit=200)[0]


def mean_rest_ratio(s):
    """Closed form of <c^2/E>, with the scaled Bessel functions used."""
    y = (mp.mpf(s) * mp.mpf(c))**2
    k0 = mp.exp(y) * mp.besselk(0, y)
    k1 = mp.exp(y) * mp.besselk(1, y)
    return (2 * y)**mp.mpf(1.5) * (k1 - k0) / mp.sqrt(mp.pi), y, k0, k1


# Small-momentum expansion of the pointwise weight
ps, cs = sp.symbols("p c", positive=True)
Es = cs**2 * sp.sqrt(1 + ps**2 / cs**2)
expansion = sp.series((Es - cs**2) / (2 * Es), ps, 0, 6).removeO()
assert sp.simplify(expansion - ps**2 / (4 * cs**2)
                   + 3 * ps**4 / (16 * cs**4)) == 0

print(f"speed of light c = {c:.6f} a.u.")
print(f"c^2 = {c**2:.4f} hartree")
print(f"reduced Compton wavelength 1/c = {1 / c:.7f} bohr")

for s in (1.0, 0.1, 0.01):
    W_grid, p2_mean, p4_mean, residue = packet_from_definition(s)
    W = weight_by_quadrature(s)
    ratio, y, k0, k1 = mean_rest_ratio(s)
    W_closed = float((1 - ratio) / 2)
    leading = 3 / (16 * s**2 * c**2)
    lower_bound = leading - 45 / (256 * s**4 * c**4)

    print(f"--- width s = {s:g} bohr ---")
    print(f"grid against mean formula = {abs(W_grid / W - 1):.1e} (relative)")

    assert abs(p2_mean / (3 / (4 * s**2)) - 1) < 1e-9
    assert abs(p4_mean / (15 / (16 * s**4)) - 1) < 1e-9
    assert abs(W_grid / W - 1) < 1e-8
    assert abs(W_closed / W - 1) < 1e-8
    assert lower_bound < W_grid < leading
    assert W_grid < 0.5
    assert residue < 1e-11

    print(f"momentum spread per axis 1/(2s) = {1 / (2 * s):.4g} a.u.")
    print(f"mean p^2 from grid = {p2_mean:.6g} a.u.")
    print(f"rms p / c = {np.sqrt(p2_mean) / c:.6f} (no unit)")
    print(f"y = (s c)^2 = {float(y):.6f} (no unit)")
    print(f"mean c^2/E = {float(ratio):.10f} (no unit)")
    print(f"weight W, diagonalization = {W_grid:.6e} (no unit)")
    print(f"weight W, mean formula = {W:.6e} (no unit)")
    print(f"weight W, Bessel form = {W_closed:.6e} (no unit)")
    print(f"weight W in percent = {100 * W:.6f} %")
    print(f"leading estimate = {leading:.6e} (no unit)")
    print(f"lower bound = {lower_bound:.6e} (no unit)")
    print(f"estimate too high by = {100 * (leading / W - 1):.4f} %")
    print(f"largest residue with lower part = {residue:.1e} (no unit)")
    if s == 0.01:
        print(f"exp(y) K0(y) = {float(k0):.8f} (no unit)")
        print(f"exp(y) K1(y) = {float(k1):.8f} (no unit)")

print("PASS")
```

Output:

```
speed of light c = 137.035999 a.u.
c^2 = 18778.8651 hartree
reduced Compton wavelength 1/c = 0.0072974 bohr
--- width s = 1 bohr ---
grid against mean formula = 6.7e-16 (relative)
momentum spread per axis 1/(2s) = 0.5 a.u.
mean p^2 from grid = 0.75 a.u.
rms p / c = 0.006320 (no unit)
y = (s c)^2 = 18778.865071 (no unit)
mean c^2/E = 0.9999800317 (no unit)
weight W, diagonalization = 9.984131e-06 (no unit)
weight W, mean formula = 9.984131e-06 (no unit)
weight W, Bessel form = 9.984131e-06 (no unit)
weight W in percent = 0.000998 %
leading estimate = 9.984629e-06 (no unit)
lower bound = 9.984130e-06 (no unit)
estimate too high by = 0.0050 %
largest residue with lower part = 5.0e-16 (no unit)
--- width s = 0.1 bohr ---
grid against mean formula = 2.2e-16 (relative)
momentum spread per axis 1/(2s) = 5 a.u.
mean p^2 from grid = 75 a.u.
rms p / c = 0.063197 (no unit)
y = (s c)^2 = 187.788651 (no unit)
mean c^2/E = 0.9980129669 (no unit)
weight W, diagonalization = 9.935166e-04 (no unit)
weight W, mean formula = 9.935166e-04 (no unit)
weight W, Bessel form = 9.935166e-04 (no unit)
weight W in percent = 0.099352 %
leading estimate = 9.984629e-04 (no unit)
lower bound = 9.934783e-04 (no unit)
estimate too high by = 0.4979 %
largest residue with lower part = 5.3e-16 (no unit)
--- width s = 0.01 bohr ---
grid against mean formula = 1.2e-11 (relative)
momentum spread per axis 1/(2s) = 50 a.u.
mean p^2 from grid = 7500 a.u.
rms p / c = 0.631969 (no unit)
y = (s c)^2 = 1.877887 (no unit)
mean c^2/E = 0.8598153076 (no unit)
weight W, diagonalization = 7.009235e-02 (no unit)
weight W, mean formula = 7.009235e-02 (no unit)
weight W, Bessel form = 7.009235e-02 (no unit)
weight W in percent = 7.009235 %
leading estimate = 9.984629e-02 (no unit)
lower bound = 4.999988e-02 (no unit)
estimate too high by = 42.4496 %
largest residue with lower part = 8.6e-16 (no unit)
exp(y) K0(y) = 0.86604340 (no unit)
exp(y) K1(y) = 1.07542143 (no unit)
PASS
```
